# Second hyperpolarisability of ground-state hydrogen in a static electric field

## Problem

An electron (charge \(-e\), mass \(m\)) is bound to a fixed proton; spin and relativity are ignored. A uniform static field \(F\) along \(z\) adds \(+eFz\) to the Hamiltonian. The polarisability \(\alpha\) and second hyperpolarisability \(\gamma\) of the ground state are defined by
\[
E=E_0-\tfrac12\alpha F^2-\tfrac1{24}\gamma F^4-\dots,\qquad p=-\frac{dE}{dF}=\alpha F+\tfrac16\gamma F^3+\dots
\]

(a) Show that first- and second-order functions fix the energy through fifth order, and give \(E_4\) and \(E_5\).
(b) Find these functions in spherical coordinates.
(c) Obtain \(\gamma\) in SI units, and its dependence on nuclear mass and charge.
(d) Evaluate the energy shift and dipole at \(5.0\times10^{9}\) V/m and the shift at \(2.5\times10^{10}\) V/m, and say in what sense the expansion holds.

## Solution

Measure \(r\) in \(a_0=4\pi\varepsilon_0\hbar^2/me^2\), energy in \(E_h=e^2/4\pi\varepsilon_0a_0\) and field in \(E_h/ea_0\). Then \(H=H_0+FV\) with \(H_0=-\tfrac12\nabla^2-1/r\), \(V=z\), \(\psi_0=e^{-r}/\sqrt\pi\), \(E_0=-\tfrac12\). With \(E=\sum E_nF^n\), \(\alpha=-2E_2\) and \(\gamma=-24E_4\). For \(F\ne0\) the energy can be lowered without limit by moving the electron so that \(Fz\to-\infty\), so no ground state exists; \(E_n\) are the coefficients of the formal Rayleigh–Schrödinger series, whose meaning is taken up in (d).

### (a) The 2n+1 rule

Insert \(\psi=\sum F^n\psi_n\), real, with \(\langle0|n\rangle=0\) for \(n\ge1\), into \((H-E)\psi=0\). Order \(F^n\) gives
\[
(H_0-E_0)\psi_n=-(V-E_1)\psi_{n-1}+\sum_{k=2}^{n}E_k\psi_{n-k}. \tag{1}
\]
Projection on \(\psi_0\) annihilates the left side and gives \(E_n=\langle0|V|n-1\rangle\). On the complement of \(\psi_0\), \(H_0-E_0\) is at least \(3/8\), the next level being \(-1/8\), so the solution of (1) is unique.

Let \(\phi=\psi+\delta\). Since \(H-E\) is Hermitian and annihilates \(\psi\) order by order, three of the four terms of \(\langle\phi|H-E|\phi\rangle\) vanish:
\[
\langle\phi|H-E|\phi\rangle=\langle\delta|H-E|\delta\rangle. \tag{2}
\]
If \(\phi\) is right through \(F^n\), then \(\delta=O(F^{n+1})\), the right side is \(O(F^{2n+2})\), and the Rayleigh quotient of \(\phi\) equals \(E\) through \(F^{2n+1}\). Take \(\phi=\psi_0+F\psi_1+F^2\psi_2\), write \(H-E=(H_0-E_0)+F(V-E_1)-\sum_{k\ge2}E_kF^k\), and set the \(F^4\) and \(F^5\) coefficients of the left side to zero. The orders of bra, ket and operator must add to 4 or 5 with bra and ket at most 2; the terms \(E_3\langle0|1\rangle\) at \(F^4\), and \(E_3\langle0|2\rangle\) and \(E_4\langle0|1\rangle\) at \(F^5\), vanish by the normalisation, while \(E_2\langle0|2\rangle\) is kept in (3) so that \(\psi_2\) can be varied freely:
\[
E_4=\langle2|H_0-E_0|2\rangle+2\langle1|V-E_1|2\rangle-E_2\big(\langle1|1\rangle+2\langle0|2\rangle\big), \tag{3}
\]
\[
E_5=\langle2|V-E_1|2\rangle-2E_2\langle1|2\rangle-E_3\langle1|1\rangle .
\]
Replacing \(\psi_2\) by \(\psi_2+\eta\) changes (3) by \(2\langle\eta|(H_0-E_0)\psi_2+(V-E_1)\psi_1-E_2\psi_0\rangle+\langle\eta|H_0-E_0|\eta\rangle\). The first term is zero by (1) and the second is not negative, so (3) is a minimum at the true \(\psi_2\). Projecting (1) for \(n=2\) on \(\psi_2\) gives \(\langle2|H_0-E_0|2\rangle=-\langle2|V-E_1|1\rangle\), hence
\[
E_4=\langle1|V-E_1|2\rangle-E_2\langle1|1\rangle. \tag{4}
\]

For the atom, \(\psi_n\) has parity \((-1)^n\) and odd \(E_n\) vanish, by induction. If this holds below order \(n\), then \(E_n=\langle0|z|n-1\rangle\) is zero for odd \(n\), and every source term in (1), \(z\psi_{n-1}\) or \(E_k\psi_{n-k}\) with even \(k\), has parity \((-1)^n\). So \(E_1=E_3=E_5=0\).

### (b) The functions

Put \(\psi_n=f_n\psi_0\). From \(\nabla^2(f\psi_0)=\psi_0\nabla^2f+2\nabla f\cdot\nabla\psi_0+f\nabla^2\psi_0\) and \(\nabla\psi_0=-\hat r\psi_0\),
\[
(H_0-E_0)(f\psi_0)=\psi_0\,Lf,\qquad L=-\tfrac12\nabla^2+\partial_r .
\]
Since \(\nabla^2(r^kP_l)=[k(k+1)-l(l+1)]r^{k-2}P_l\) for \(P_l=P_l(\cos\theta)\),
\[
L[r^kP_l]=\Big\{-\tfrac12[k(k+1)-l(l+1)]\,r^{k-2}+k\,r^{k-1}\Big\}P_l. \tag{5}
\]
Coefficients can thus be matched from the top power down. For \(l\ge1\) the chain ends at \(k=l\), where the bracket vanishes; multiplication by \(z\) raises the power by one and \(l\) by at most one, so no power below \(r^l\) arises at any order. For \(l=0\) the matching gives \(Lg=s-d_1/r\), with \(s\) the source and \(d_1\) the coefficient of \(r\). The ground-state average \(\langle Lg\rangle=\langle\psi_0|H_0-E_0|g\psi_0\rangle\) is zero, so \(d_1=0\) exactly when \(\langle s\rangle=0\), which is the condition defining \(E_n\). All \(f_n\) are therefore polynomials, and the matrix elements in (2) exist at each order. The radial averages are
\[
\langle r^k\rangle=4\int_0^\infty r^{k+2}e^{-2r}dr=\frac{(k+2)!}{2^{k+1}},
\]
that is \(3,\ \tfrac{15}2,\ \tfrac{45}2,\ \tfrac{315}4,\ 315,\ \tfrac{2835}2\) for \(k=2,\dots,7\).

**First order.** The equation is \(Lf_1=-rP_1\). By (5), \(L[rP_1]=P_1\) and \(L[r^2P_1]=(2r-2)P_1\). For \(f_1=(ar+br^2)P_1\) this requires \(2b=-1\) and \(a-2b=0\):
\[
f_1=-(r+\tfrac12r^2)\cos\theta .
\]
The angular average of \(\cos^2\theta\) is \(1/3\), so
\[
E_2=\langle zf_1\rangle=-\tfrac13\big(3+\tfrac{15}4\big)=-\tfrac94,\qquad \alpha=\tfrac92,
\]
\[
\langle1|1\rangle=\tfrac13\langle r^2+r^3+\tfrac14r^4\rangle=\tfrac13\big(3+\tfrac{15}2+\tfrac{45}8\big)=\tfrac{43}8 .
\]

**Second order.** The equation is \(Lf_2=-zf_1+E_2=(r^2+\tfrac12r^3)\cos^2\theta-\tfrac94\). With \(P_2=\tfrac12(3\cos^2\theta-1)\), \(\cos^2\theta=\tfrac13+\tfrac23P_2\), so \(f_2=g_0+g_2P_2\).

For \(l=2\) the source is \(\tfrac23r^2+\tfrac13r^3\), and (5) maps \(r^4\to4r^3-7r^2\), \(r^3\to3r^2-3r\), \(r^2\to2r\). With \(g_2=\sum c_kr^k\): the \(r^3\) terms give \(4c_4=\tfrac13\), \(c_4=\tfrac1{12}\); the \(r^2\) terms give \(3c_3=\tfrac23+\tfrac7{12}\), \(c_3=\tfrac5{12}\); the \(r\) terms give \(2c_2=3c_3\), \(c_2=\tfrac58\).

For \(l=0\) the source is \(\tfrac13r^2+\tfrac16r^3-\tfrac94\), and \(r^4\to4r^3-10r^2\), \(r^3\to3r^2-6r\), \(r^2\to2r-3\), \(r\to1-1/r\). With \(g_0=\sum d_kr^k\): \(4d_4=\tfrac16\), \(d_4=\tfrac1{24}\); \(3d_3=\tfrac13+\tfrac{10}{24}\), \(d_3=\tfrac14\); \(2d_2=6d_3\), \(d_2=\tfrac34\). The constant terms give \(d_1-\tfrac94=E_2\), so \(d_1=0\), as the absence of a \(1/r\) source demands. The constant \(d_0\), which \(L\) annihilates, follows from \(\langle0|2\rangle=\langle g_0\rangle=0\): \(-d_0=\tfrac94+\tfrac{15}8+\tfrac{15}{16}=\tfrac{81}{16}\). Thus
\[
g_0=-\tfrac{81}{16}+\tfrac34r^2+\tfrac14r^3+\tfrac1{24}r^4,\qquad g_2=\tfrac58r^2+\tfrac5{12}r^3+\tfrac1{12}r^4 .
\]

### (c) The hyperpolarisability

In (4), \(\langle1|V|2\rangle=-\langle w\cos^2\theta\,(g_0+g_2P_2)\rangle\) with \(w=r^2+\tfrac12r^3\) and \(\langle w\rangle=\tfrac{27}4\). The angular average of \(\cos^2\theta\,P_2\) is \(\tfrac12(\tfrac35-\tfrac13)=\tfrac2{15}\). Multiplying out,
\[
wg_0=-\tfrac{81}{16}w+\tfrac34r^4+\big(\tfrac14+\tfrac38\big)r^5+\big(\tfrac1{24}+\tfrac18\big)r^6+\tfrac1{48}r^7,
\]
\[
\langle wg_0\rangle=\frac{-2187+1080+3150+3360+1890}{64}=\frac{7293}{64},
\]
\[
wg_2=\tfrac58r^4+\big(\tfrac5{12}+\tfrac5{16}\big)r^5+\big(\tfrac1{12}+\tfrac5{24}\big)r^6+\tfrac1{24}r^7,
\]
\[
\langle wg_2\rangle=\frac{900+3675+5880+3780}{64}=\frac{14235}{64}.
\]
Therefore
\[
\langle1|V|2\rangle=-\tfrac13\cdot\tfrac{7293}{64}-\tfrac2{15}\cdot\tfrac{14235}{64}=-\tfrac{2431}{64}-\tfrac{949}{32}=-\tfrac{4329}{64}.
\]
Both parts are negative because together they equal \(-\langle2|H_0-E_0|2\rangle\), split by \(l\). The normalisation term is positive, \(-E_2\langle1|1\rangle=\tfrac94\cdot\tfrac{43}8=\tfrac{387}{32}=\tfrac{774}{64}\), so
\[
E_4=\frac{-4329+774}{64}=-\frac{3555}{64},\qquad \gamma=\frac{24\cdot3555}{64}=\frac{10665}{8}=1333.125 .
\]
A positive \(\gamma\) means that the dipole grows faster than linearly in the field.

The rule reaches no further than it promises. With \(\psi_2\) set to zero, (3) gives \(+387/32\) at \(F^4\), which has the wrong sign. With \(\psi_2\) included, \(\delta=-F^3\psi_3+\dots\), and (2) puts the \(F^6\) coefficient of the quotient above \(E_6\) by \(\langle3|H_0-E_0|3\rangle>0\). The program finds \(+646.78\) against \(E_6=-4907.77\), again the wrong sign.

The fourth-order energy in SI is \(E_hE_4(ea_0F/E_h)^4\), so the unit of \(\gamma\) is \(e^4a_0^4/E_h^3\); inserting \(E_h=e^2/4\pi\varepsilon_0a_0\),
\[
\gamma=\frac{10665}8\,\frac{e^4a_0^4}{E_h^3}=\frac{10665}8\,\frac{(4\pi\varepsilon_0)^3a_0^7}{e^2}.
\]
Numerically \(\gamma=1333.125\times6.23538\times10^{-65}=8.3125\times10^{-62}\ \mathrm{C^4m^4J^{-3}}\). In the same way the unit of \(\alpha\) is \(e^2a_0^2/E_h=4\pi\varepsilon_0a_0^3\), and \(\alpha=4.5\times1.648777\times10^{-41}=7.4195\times10^{-41}\ \mathrm{C^2m^2J^{-1}}\).

For a moving proton the coupling is \(eFz_e-eFz_p\), which contains only the relative coordinate, so the centre of mass is free and \(m\) becomes the reduced mass \(\mu\). The length unit scales as \(m/\mu\) and the energy unit as \(\mu/m\), so \(\gamma\propto(m/\mu)^{4+3}\). With \(\mu/m=0.99945568\) the factor is \(1.0038186\) and \(\gamma=8.344\times10^{-62}\ \mathrm{C^4m^4J^{-3}}\), or 1338.2 atomic units. For a fixed nucleus of charge \(Ze\), length scales as \(1/Z\) and energy as \(Z^2\), so \(\gamma\propto Z^{-4-6}=Z^{-10}\). A free ion is accelerated by the field, and the simple replacement \(m\to\mu\) was shown only for the neutral atom.

### (d) Numbers and range of validity

The digits below belong to the fixed-nucleus model and serve to compare series with direct calculation; nuclear motion alone changes \(\gamma\) by 0.4 % of its value. At \(F=5.0\times10^9\) V/m, which is \(0.0097235\) of the field unit \(5.142207\times10^{11}\) V/m,
\[
-\tfrac12\alpha F^2=-\tfrac12(7.419498\times10^{-41})(2.5\times10^{19})=-9.274372\times10^{-22}\ \mathrm J,
\]
\[
-\tfrac1{24}\gamma F^4=-\tfrac1{24}(8.312541\times10^{-62})(6.25\times10^{38})=-2.16472\times10^{-24}\ \mathrm J .
\]
The sum is \(-9.296019\times10^{-22}\) J, and diagonalisation of \(H\) in a Laguerre basis gives \(-9.296203\times10^{-22}\) J. The difference, \(-1.84\times10^{-26}\) J or \(2\times10^{-5}\) of the shift, is mostly the \(F^6\) term, \(-1.808\times10^{-26}\) J. The dipole is \(3.709749\times10^{-31}+1.73178\times10^{-33}=3.727067\times10^{-31}\) C m, the cubic part being \(4.67\times10^{-3}\) of the linear one; diagonalisation gives \(3.727288\times10^{-31}\) C m, higher by \(6\times10^{-5}\) of its value.

The electron can tunnel out toward \(-z\), so the level is a resonance with complex energy \(E_r-i\Gamma/2\), which the program finds by rotating \(r\) into the complex plane. At the field above, \(\Gamma/2\) is not resolved and is only bounded by \(10^{-10}E_h\). At \(2.5\times10^{10}\) V/m (\(0.048617\) units) the series through \(F^4\) gives \(-2.3186\times10^{-20}-0.1353\times10^{-20}=-2.4539\times10^{-20}\) J, while the resonance shift is \(-2.5023\times10^{-20}\) J, a miss of 1.9 % of the latter. The width is \(2.41\times10^{-22}\) J and the lifetime \(\hbar/\Gamma=4.4\times10^{-13}\) s. The series has real coefficients, and no partial sum contains this width.

More terms do not help indefinitely. The exact ratios \(E_{n+2}/E_n\) rise from 25 at \(n=2\) through 452 at \(n=12\) to 890 at \(n=18\), and are tested to exceed \(2(n+1)(n+2)\) over this range. If that growth persists, which is not proved here, the series diverges for every \(F\ne0\). Successive terms have ratio \((E_{n+2}/E_n)F^2\). At the stronger field this is \(452\times0.048617^2=1.07\) at \(n=12\), so the terms grow from there through the orders computed; at the weaker field it is still \(890\times0.0097235^2=0.084\) at \(n=18\). The expansion is therefore used as an asymptotic series for \(E_r\), a character that the numbers above support but do not prove. The static coefficient \(\gamma\) is useful while the terms fall quickly, provided the field is switched on slowly compared with the electron's own time scale, \(\hbar/(\tfrac38E_h)=6.5\times10^{-17}\) s, and acts for a time short compared with \(\hbar/\Gamma\).

The numerical check that follows obtains \(E_4\) independently from parabolic separation, and \(\gamma=1333.12\) from finite-field diagonalisation within a tested relative tolerance of \(10^{-4}\).

## Computed values

```
Dimensionless block (a0, Eh, Eh/(e a0) as units)
<r^k>, k=1..7: 3/2 3 15/2 45/2 315/4 315 2835/2
E2 = -9/4  alpha = 9/2  <1|1> = 43/8
-constant of g0 = 81/16
<(r^2+r^3/2) g0> = 7293/64  <(r^2+r^3/2) g2> = 14235/64
<1|V|2>: l=0 -2431/64  l=2 -949/32  sum -4329/64
same from basis solve: l=0 -37.984375  l=2 -29.656250
-E2<1|1> = 387/32  E4 = -3555/64  gamma = 10665/8 = 1333.125
parabolic series: E4 = -3555/64  E6 = -2512779/512 = -4907.77
Rayleigh with psi1 only, F^4 coefficient: 387/32
Rayleigh with psi1, psi2, F^6 coefficient: 662301/1024 = 646.78
E_(n+2)/E_n, n=2..18: 25 88 162 245 341 452 580 726 890
finite-field gamma = 1333.12
mu=0.8: gamma ratio 4.7684, mu^-7 = 4.7684
Z=2: inverse gamma ratio 1024.0, Z^10 = 1024
random matrix E4: formula 0.04651175, contour 0.04651175
random matrix E5: formula -0.05496656, contour -0.05496656
SI block
e = 1.6021766e-19 C, a0 = 5.2917721e-11 m, Eh = 4.3597447e-18 J
4 pi eps0 = 1.1126501e-10 F/m, field unit = 5.142207e+11 V/m
unit of alpha = 1.648777e-41 C^2 m^2/J, unit of gamma = 6.235380e-65 C^4 m^4/J^3
alpha = 7.419498e-41 C^2 m^2/J
gamma (fixed nucleus) = 8.312541e-62 C^4 m^4/J^3 = 1333.125 a.u.
mu/m = 0.99945568, (m/mu)^7 = 1.0038186
gamma (moving proton) = 8.344283e-62 C^4 m^4/J^3 = 1338.216 a.u.
F = 5.00e+09 V/m, F/unit = 0.0097235
-alpha F^2/2 = -9.274372e-22 J
-gamma F^4/24 = -2.16472e-24 J
F^6 term = -1.808e-26 J
sum of F^2 and F^4 terms = -9.296019e-22 J
diagonalised shift = -9.296203e-22 J
alpha F = 3.709749e-31 C m, gamma F^3/6 = 1.73178e-33 C m
cubic/linear dipole = 4.66818e-03
dipole sum = 3.727067e-31 C m, diagonalised = 3.727288e-31 C m
F = 2.50e+10 V/m, F/unit = 0.048617
F^2 term = -2.3186e-20 J, F^4 term = -1.3530e-21 J
shift through F^4 = -2.4539e-20 J
resonance shift = -2.5023e-20 J
width = 2.41e-22 J, lifetime = 4.37e-13 s
```
